\section*{Diameter scaling of backscattering from radius fluctuations in a single-subband wire, part 2}

An electron in the lowest subband of a thin hard-walled wire is reflected by wall roughness. We want the backscattering length $\ell$ and its dependence on the diameter $D=2R$. A first derivation moved the boundary condition to the mean wall and used Green's identity. This part gives a second derivation, for rings, from local modes and a transition rate.

The algebra uses atomic units, $\hbar=m_e=e=1$; the isotropic effective mass $m$ is in electron masses. The axis is $z$, and the wall, where $\psi=0$, lies at $r=R+\delta(\theta,z)$ with $\langle\delta\rangle=0$. Angle brackets average over wires. The azimuthal mean of $\delta$ is $\delta_0(z)$, with correlation $C_0(u)=\langle\delta_0(z+u)\delta_0(z)\rangle$ and spectrum $S_0(q)=\int C_0(u)\,e^{-iqu}\,du$. With axial wave number $k$ and $j=j_{01}\approx2.405$, the first zero of the Bessel function $J_0$,
\begin{equation}
E=E_1+\frac{k^2}{2m},\qquad E_1(R)=\frac{j^2}{2mR^2}.
\label{eq:E1}
\end{equation}
The next modes, $e^{\pm i\theta}$, are closed for
\begin{equation}
kR<\sqrt{j_{11}^2-j_{01}^2}\approx2.98 .
\label{eq:single}
\end{equation}

For a rough length $L$, the first-order reflection amplitude is
\begin{equation}
\rho=\frac{i\,j^2}{kR^3}\,\tilde\delta_0(2k).
\label{eq:rho}
\end{equation}
Here $\tilde\delta_0(2k)=\int\delta_0(z)\,e^{2ikz}\,dz$, and $\langle|\tilde\delta_0(2k)|^2\rangle\approx L\,S_0(2k)$ for long $L$. Defining $\ell$ by $\langle|\rho|^2\rangle=L/\ell$, for $L$ short compared with $\ell$, gives
\begin{equation}
\boxed{\;\frac1\ell=\frac{j_{01}^4}{k^2R^6}\,S_0(2k)
=\frac{64\,j_{01}^4}{k^2D^6}\,S_0(2k)\;}
\label{eq:main}
\end{equation}

Rings have $\delta=\delta_0(z)$ and $C_0(u)=\sigma^2e^{-u^2/\Lambda^2}$, with rms height $\sigma$ and correlation length $\Lambda$ independent of $D$:
\begin{equation}
S_{\rm ring}(q)=\sqrt\pi\,\sigma^2\Lambda\,e^{-q^2\Lambda^2/4}.
\label{eq:ring}
\end{equation}
Thus $\ell_{\rm ring}\propto D^6$ at fixed $k$. Patches have the correlation $\sigma^2e^{-s^2/\Lambda^2}$, where $s$ is the straight-line distance between points of the mean wall. Then $S_0=F\,S_{\rm ring}$ and $\ell_{\rm patch}=\ell_{\rm ring}/F$, with $F=e^{-x}I_0(x)$, $x=2R^2/\Lambda^2$ and $I_0$ a modified Bessel function. For $R\gg\Lambda$ the local exponent $d\ln\ell_{\rm patch}/d\ln R$ is approximately $7+1/(4x)$.

\subsection{Wave equation in the modes of the local cross-section}

Let $a(z)=R+\delta_0(z)$ be the local radius. At each $z$ the rotationally symmetric modes of a disk of radius $a$ are
\begin{equation}
\varphi_n(r;a)=\frac{J_0(j_nr/a)}{\sqrt\pi\,a\,J_1(j_n)},
\end{equation}
where $j_n$ is the $n$th zero of $J_0$ and $j_1=j$. They are orthonormal, vanish at $r=a$ and form a complete set for rotationally symmetric functions. Write $\psi=\sum_nf_n(z)\,\varphi_n(r;a(z))$ and define
\begin{equation}
A_{nl}=\int\varphi_n\,\partial_z\varphi_l\,d^2r ,
\end{equation}
where $\partial_z\varphi_l=a'\,\partial_a\varphi_l$, so that every $A_{nl}$ is proportional to the wall slope $a'$. Differentiating the orthonormality relation with respect to $z$ gives
\begin{equation}
A_{nl}+A_{ln}=0,\qquad\text{hence}\quad A_{nn}=0 .
\label{eq:anti}
\end{equation}
The moving upper limit of the integral contributes nothing, because the modes vanish there.

The coefficients of $\partial_z\psi$ are
\begin{equation}
g_n=\int\varphi_n\,\partial_z\psi\,d^2r=f_n'+\sum_lA_{nl}f_l .
\end{equation}
Differentiating $g_n$ once more, again without a contribution from the limit because $\varphi_n(a)=0$, gives
\begin{align}
\int\varphi_n\,\partial_z^2\psi\,d^2r
&=g_n'-\int(\partial_z\varphi_n)\,\partial_z\psi\,d^2r\nonumber\\
&=g_n'-\sum_lA_{ln}g_l=g_n'+\sum_lA_{nl}g_l .
\end{align}
In the transverse part of $\nabla^2$, both $\psi$ and $\varphi_n$ vanish at $r=a$. The derivatives can therefore be moved onto $\varphi_n$, which gives $-j_n^2f_n/a^2$. The Schr\"odinger equation becomes
\begin{align}
f_n''+\left(2mE-\frac{j_n^2}{a^2}\right)f_n
&+\sum_l\left(2A_{nl}f_l'+A_{nl}'f_l\right)\nonumber\\
&+\sum_{l,p}A_{np}A_{pl}f_l=0 .
\label{eq:coupled}
\end{align}

Count powers of $\delta_0$ in the equation for $n=1$. The incident wave is in $f_1$ and is of order zero. Since $A_{11}=0$, the terms linear in $A$ contain $f_l$ with $l\neq1$. These modes do not propagate and are excited through $A$ itself, so their amplitudes are of first order and their return effect on $f_1$ is of second order. The terms with two factors $A$ are also of second order. What remains at first order is
\begin{equation}
f_1''+\left[k^2-j^2\left(\frac1{a^2}-\frac1{R^2}\right)\right]f_1=0 .
\label{eq:onemode}
\end{equation}
With $1/a^2\approx1/R^2-2\delta_0/R^3$, this is motion in the potential
\begin{equation}
V(z)=-\frac{j^2}{mR^3}\,\delta_0(z)=\frac{dE_1}{dR}\,\delta_0(z).
\label{eq:V}
\end{equation}
A bulge is a well and a constriction is a barrier. The cube of the radius is the slope of a confinement energy that falls as $R^{-2}$.

Equation (\ref{eq:V}) looks like an approximation for a slowly varying wall, in which the electron stays in the lowest local mode. The counting shows that at first order slow variation is not needed: the corrections are of second order in $\delta_0$ whatever its axial scale, provided the slopes remain small. This was tested on a corrugated wire with $\delta_0=A_0\cos(2kz)$. The potential acts oppositely on the standing waves $\cos kz$ and $\sin kz$, whose normalized densities are $(1\pm\cos2kz)/L$. It shifts them by $\pm\tfrac12A_0\,dE_1/dR$, so their splitting should be $A_0\,dE_1/dR$. Levels computed from the full wave equation in the corrugated wire agree with this to a few parts in $10^5$. One of the cases has $R=30$ angstrom and $k=0.09$ per angstrom; there the corrugation period $\pi/k$ is about 35 angstrom, comparable with the radius.

\subsection{The transition rate}

Normalize the axial waves in the length $L$ as $e^{\pm ikz}/\sqrt L$. The matrix element for reversal is
\begin{equation}
M=\frac1L\int e^{ikz}\,V(z)\,e^{ikz}\,dz
=\frac1L\,\frac{dE_1}{dR}\,\tilde\delta_0(2k).
\end{equation}
The final states move to the left with unchanged spin. Their spacing in wave number is $2\pi/L$, so their density in energy is $L/(2\pi v)$, where $v=k/m$ is the velocity. Fermi's golden rule, averaged over the roughness, gives the backscattering rate
\begin{align}
\frac1{\tau_b}&=2\pi\,\langle|M|^2\rangle\,\frac{L}{2\pi v}
=\frac1{L\,v}\left(\frac{dE_1}{dR}\right)^2L\,S_0(2k)\nonumber\\
&=\frac1v\left(\frac{dE_1}{dR}\right)^2S_0(2k).
\end{align}
An electron covers the length $v$ per unit time, so the reflection probability per length is
\begin{align}
\frac1\ell=\frac1{v\tau_b}
&=\frac{m^2}{k^2}\,\frac{j^4}{m^2R^6}\,S_0(2k)\nonumber\\
&=\frac{j^4}{k^2R^6}\,S_0(2k),
\end{align}
as before. The mass cancels because a heavier electron feels a weaker potential, in proportion to $1/m$, but also moves more slowly at the same $k$.

The rate $1/\tau_b$ counts reversals. If $n_+$ and $n_-$ are the numbers of right and left movers at this energy, then $dn_+/dt=-(n_+-n_-)/\tau_b$ and $dn_-/dt$ is the opposite. The difference $n_+-n_-$, which carries the current, therefore decays at the rate $2/\tau_b$. A mean free path defined by momentum relaxation is $\ell/2$ and has the same diameter scaling.

\subsection{What each derivation assumes}

Both derivations assume an isotropic mass, a wave function that vanishes at the wall, one propagating subband, and small wall heights and slopes. Both keep the lowest order in $\delta$. Neither covers a finite barrier, where part of the wave function lies outside the wall.

The first derivation transfers the boundary condition to the mean wall. It allows any angular dependence of $\delta$ from the start and shows by an explicit integral that the azimuthal mean is what counts. It gives the complex amplitude for a single wire, and statistics enter afterwards. It needs no complete set of modes, but it also shows nothing of the size or form of the neglected terms.

The second derivation, as written, assumes rotational symmetry and so cannot by itself say what patches do. In return, Eq.~(\ref{eq:coupled}) displays the terms that first order leaves out. The golden rule adds an assumption of its own, that the wire is long enough for the final states to form a continuum. The first derivation meets the corresponding condition when the average is taken, where $L$ must exceed the correlation length.

The two pictures meet in the response of a disk to a deformed edge. A computed disk whose edge carries both a uniform shift and a $\cos2\theta$ distortion of equal amplitude has a linear level shift that agrees with $dE_1/dR$ times the uniform part to about one part in $10^4$. The distortion alone gives no linear shift, as symmetry requires: a quarter turn reverses its sign and leaves the energy unchanged.

\subsection{Wires longer than the backscattering length}

The first-order reflection $L/\ell$ loses its meaning when it approaches one. For a phase-coherent wire, join two segments with transmission amplitudes $t_1,t_2$. Let $w$ be the amplitude for one round trip between them, the product of the two reflections that face each other. Summing the round trips gives $t=t_1t_2(1+w+w^2+\dots)=t_1t_2/(1-w)$. With $T=|t|^2$,
\begin{align}
\ln T&=\ln T_1+\ln T_2-\ln|1-w|^2\nonumber\\
&=\ln T_1+\ln T_2+2\,{\rm Re}\sum_{s\ge1}\frac{w^s}{s} .
\end{align}
If the phase of $w$ is uniformly distributed, every term of the last sum averages to zero. This is an assumption of weak scattering, $k\ell\gg1$, with segments much longer than $1/k$ and $\Lambda$. Then $\langle\ln T\rangle$ is additive. A segment much shorter than $\ell$ contributes $\langle\ln(1-|\rho|^2)\rangle\approx-\langle|\rho|^2\rangle$, and therefore
\begin{equation}
\langle\ln T\rangle=-\frac L\ell .
\label{eq:lnT}
\end{equation}

The value of $\ell$ in this relation was tested by solving Eq.~(\ref{eq:onemode}) for 10\,000 random wires, each 3000 angstrom long, with $\sigma=0.3$ angstrom and $\Lambda=15$ angstrom. In these wires $L/\ell$ is below 0.1, so the test does not check the additivity of $\langle\ln T\rangle$ in wires longer than $\ell$. For three combinations of $R$ and $k$ the simulated $\ell$ lies between 2.5\% below and 0.2\% above the formula, with a standard error of about 1\% in each. Between $D=60$ and 90 angstrom the simulated length grows with the power 6.03.

\subsection{Where the result fails}

For rings, the first-order result is safe when the potential is weak beside the kinetic energy and the wall is not too smooth along the axis. The second condition is taken up below. By Eq.~(\ref{eq:V}), the first is
\begin{equation}
\frac{|dE_1/dR|\,\sigma}{k^2/2m}=\frac{2j^2\sigma}{k^2R^3}\ll1 .
\label{eq:weak}
\end{equation}
This fails for thin wires and for electrons close to the subband edge, where the $k^2$ law for $\ell$ cannot be continued to $k=0$. At large diameters the single-subband condition $kR<2.98$ ends the range assumed in the derivations. For patches, reflection into the next subbands must be added beyond it. Just below it, the angle-dependent parts of $\delta$ already reflect the electron at second order through the nearly open $e^{\pm i\theta}$ modes, so for patches $kR$ must also stay clear of this limit. With the parameters of the worked example below, this channel adds about 1\% to the rate at $D=100$ angstrom and is comparable with the first-order rate at $D=119$ angstrom. Rings are rotationally symmetric and do not couple the lowest subband to the $e^{\pm i\theta}$ modes, so for them the opening of these modes does not by itself end the power law.

Terms of second order in $\delta_0$ follow other powers. The expansion of $j^2/a^2$ contains $3j^2\delta_0^2/R^4$, which taken alone gives a reflection probability proportional to $R^{-8}$. Two successive scatterings by the linear potential of Eq.~(\ref{eq:V}) are also of second order. Their amplitude contains the square of $j^2/R^3$, which taken alone gives $R^{-12}$ at fixed $k$. The terms with two factors $A$ in Eq.~(\ref{eq:coupled}) contain $(a'/R)^2$, because $\partial_a\varphi_n$ scales as $\varphi_n/a$; taken alone they give $R^{-4}$. The terms linear in $A$ also act at second order, through the closed modes with $l\neq1$. Their size depends on how fast these modes decay along the axis, and they follow no single power of $R$. Terms of second order can matter when $k\Lambda$ is large. For Gaussian-distributed heights the correlation of $\delta_0^2$ about its mean is $2C_0^2\propto e^{-2u^2/\Lambda^2}$, where $C_0$ is the correlation function of $\delta_0$. Its spectrum at $2k$ falls as $e^{-k^2\Lambda^2/2}$, more slowly than the first-order factor $e^{-k^2\Lambda^2}$. In sufficiently smooth wires the sixth power can therefore be lost even though $\sigma/R$ is small.

\subsection{A worked example}

Take the round model values $m=0.2$, $k=0.05$ per angstrom, $\sigma=1$ angstrom and $\Lambda=15$ angstrom. They stand for no particular material. The kinetic energy is 0.0476 eV, and a single subband requires $D<119$ angstrom. With $k\Lambda=0.75$,
\begin{equation}
S_{\rm ring}(2k)=\sqrt\pi\times1^2\times15\times e^{-0.5625}
\approx15.15\ \text{angstrom}^3 .
\end{equation}
For $D=60$ angstrom, $R=30$ angstrom and $j^4\approx33.45$, so
\begin{equation}
\ell_{\rm ring}=\frac{0.05^2\times30^6}{33.45\times15.15}
\approx3.6\times10^3\ \text{angstrom},
\end{equation}
or 0.36 micrometre. The other diameters follow in the same way. In the table, $w_1$ is the ratio in Eq.~(\ref{eq:weak}), and lengths are in angstrom.

\begin{center}
\begin{tabular}{cccccc}
$D$ & $E_1$ (eV) & $w_1$ & $\ell_{\rm ring}$ & $F$ & $\ell_{\rm patch}$\\
60 & 0.122 & 0.17 & $3.6\times10^3$ & 0.143 & $2.5\times10^4$\\
80 & 0.069 & 0.07 & $2.0\times10^4$ & 0.107 & $1.9\times10^5$\\
100 & 0.044 & 0.04 & $7.7\times10^4$ & 0.085 & $9.1\times10^5$
\end{tabular}
\end{center}

From 60 to 100 angstrom the ring length grows 21-fold and the patch length 36-fold. The local patch exponent is 7.04 at the smallest diameter and 7.01 at the largest, on the upper side of 7 as derived. At equal $\sigma$ and $\Lambda$ the two descriptions differ by a factor $1/F$, which is 7 at 60 angstrom and 12 at 100 angstrom. In this example the angular extent of the roughness thus changes the size of $\ell$ by roughly a factor of ten and its exponent by about one.

The narrowest wire is also the least favourable for a first-order result. Simulating Eq.~(\ref{eq:onemode}) with ring roughness at the full $\sigma=1$ angstrom gives $\ell\approx3.3\times10^3$ angstrom, 9\% below the formula, with a standard error of 0.8\%. At $\sigma=0.3$ angstrom the same random profiles, scaled down, gave 2.5\% below. Much of this is sampling noise shared by all runs on these profiles: at $D=90$ angstrom and the same $k$, where higher orders are negligible, they already gave 1.5\% below. The growth of the deviation with $\sigma$ suggests terms of higher order in $\delta_0$ as its main cause. These include the nonlinear dependence of $1/a^2$ on $\delta_0$ as well as repeated scattering, and the simulation does not separate them.

The simulation leaves out the wall-slope terms of Eq.~(\ref{eq:coupled}). Their size was estimated from a corrugation of wave number $k$ and rms height 1 angstrom, which couples $k$ to $-k$ at second order. The part of the level splitting that the one-mode equation misses is about 1\% of the first-order splitting for a corrugation of the same height and wave number $2k$. It grows fourfold when a small amplitude is doubled, as a second-order term should. This figure is a ratio of splittings, not a change of $\ell$, and it understates the case of the random wall: the rms slope of the corrugation is 0.05, that of the random wall is $\sqrt2\,\sigma/\Lambda\approx0.094$, and the slope terms go as its square. For the random wall at $D=60$ angstrom they shorten $\ell$ by a further 2 to 3\%. The numerical output below gives the values to more digits.

\section*{Computed results}
\begin{verbatim}
j01 = 2.40483, j11 = 3.83171
mass = 0.2 electron masses, k = 0.05 1/angstrom
sigma = 1.0 angstrom, Lambda = 15.0 angstrom
kinetic energy = 0.04762 eV
single-subband limit on D = 119.3 angstrom
ring spectrum S0(2k) = 15.149 angstrom^3
D = 60 angstrom:
  E1 = 0.12241 eV, dE1/dR = -0.008161 eV/angstrom
  |dE1/dR| sigma / kinetic energy = 0.1714
  rings: ell = 3.5971e+03 angstrom, k ell = 179.9
  rings: hbar * backscattering rate = 5.296e-04 eV
  patches: F = 0.1434, ell = 2.5079e+04 angstrom
  patches: local exponent = 7.0362
D = 80 angstrom:
  E1 = 0.06886 eV, dE1/dR = -0.003443 eV/angstrom
  |dE1/dR| sigma / kinetic energy = 0.0723
  rings: ell = 2.0211e+04 angstrom, k ell = 1010.6
  rings: hbar * backscattering rate = 9.425e-05 eV
  patches: F = 0.1068, ell = 1.8932e+05 angstrom
  patches: local exponent = 7.0190
D = 100 angstrom:
  E1 = 0.04407 eV, dE1/dR = -0.001763 eV/angstrom
  |dE1/dR| sigma / kinetic energy = 0.0370
  rings: ell = 7.7099e+04 angstrom, k ell = 3855.0
  rings: hbar * backscattering rate = 2.471e-05 eV
  patches: F = 0.0851, ell = 9.0580e+05 angstrom
  patches: local exponent = 7.0118
Disk level slope / formula, mean + cos(2 theta) shift: 1.00012
Disk level slope / formula, cos(2 theta) shift alone: 0.0e+00
Corrugated wire, splitting / formula (R in angstrom, k in 1/angstrom):
  R = 30, k = 0.05: 1.00002
  R = 45, k = 0.05: 1.00000
  R = 30, k = 0.09: 0.99999
Power of R in the splitting = -3.0000
Missed slope part / first-order splitting, D = 60 angstrom: 0.01055
Slope part growth when amplitude doubles = 3.991
Random wires: 10000 samples, length 3000 angstrom
Weak roughness sigma = 0.3 angstrom, ell sim / formula:
  R = 30, k = 0.05: 0.9747, relative standard error 0.0097
  R = 45, k = 0.05: 0.9855, relative standard error 0.0099
  R = 30, k = 0.08: 1.0016, relative standard error 0.0099
Power of D in simulated ell = 6.027
Full roughness, D = 60 angstrom: simulated ell = 3.2741e+03 angstrom
  sim / formula = 0.9102, relative standard error 0.0080
\end{verbatim}
